# The PAW electric field gradient and its allowed partial-wave pairs

**Result**

The electric field gradient (EFG) at a nucleus \(\mathbf R_0\) in a periodic solid, computed with the projector augmented-wave (PAW) method, is

\[
V_{ij}=V^{\rm ion}_{ij}+V^{\rm pw}_{ij}+V^{1}_{ij},\qquad
K_{ij}(\mathbf x)=\frac{3x_ix_j-\delta_{ij}x^2}{x^5},
\]

\[
V^{\rm ion}_{ij}=\sum_{\mathbf R\ne\mathbf R_0}Z_{\mathbf R}K_{ij}(\mathbf R-\mathbf R_0)\quad\text{(Ewald sum)},
\]

\[
V^{\rm pw}_{ij}=4\pi\sum_{\mathbf G\ne0}\big[\tilde n(\mathbf G)+\hat n(\mathbf G)\big]
\Big(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\Big)e^{i\mathbf G\cdot\mathbf R_0},
\]

\[
V^{1}_{ij}=-\int\big(n^1-\tilde n^1-\hat n_{\mathbf R_0}\big)K_{ij}(\mathbf x)\,d^3x,\qquad \mathbf x=\mathbf r-\mathbf R_0 .
\]

Here \(Z_{\mathbf R}\) is the nuclear charge minus the number of frozen core electrons, \(\tilde n\) the pseudo density, \(\hat n\) the compensation density, and \(n^1,\tilde n^1\) the all-electron and pseudo one-centre densities at \(\mathbf R_0\).

Partial waves \(l,l'\) contribute to \(n^1-\tilde n^1\) in \(V^1\) only if \(l+l'\) is even and \(|l-l'|\le2\le l+l'\). For \(l\le2\) the pairs are s-d, p-p and d-d. With f waves, p-f and f-f are added.

Hartree atomic units are used. The potential \(V\) is that felt by a positive test charge, and \(n\ge0\) counts electrons, so the electronic charge density is \(-n\). The cell is neutral, the frozen cores are spherical and confined to their augmentation spheres, and the spheres do not overlap.

**1. From the definition to the kernel**

With the potential of the nucleus itself removed, the EFG is the traceless Hessian

\[
V_{ij}=\Big[\partial_i\partial_jV-\tfrac13\delta_{ij}\nabla^2V\Big]_{\mathbf r=\mathbf R_0}.
\]

For a charge density \(\rho\), \(V(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\). Cut out a small ball around \(\mathbf R_0\). Outside it, differentiation under the integral is allowed, and two derivatives of \(1/|\mathbf r-\mathbf r'|\) give \(K_{ij}(\mathbf r'-\mathbf R_0)\). Inside it, the constant part of the density produces the potential \(-\tfrac{2\pi}3\rho(\mathbf R_0)x^2\) plus a constant. Its Hessian, \(-\tfrac{4\pi}3\rho(\mathbf R_0)\delta_{ij}\), is isotropic and is removed with the trace. The remainder vanishes with the ball's radius for a regular density. Hence

\[
V_{ij}=\int\rho\,K_{ij}\,d^3x,
\]

where the angular integral is taken first near \(\mathbf x=0\). Electrons enter with a minus sign: electrons piled up along \(z\) give a negative \(V_{zz}\).

The angular average of \(K_{ij}\) is zero, so the spherical core at \(\mathbf R_0\) contributes nothing. By Gauss's theorem, any other core acts at \(\mathbf R_0\) as a point charge and combines with its nucleus into \(Z_{\mathbf R}\). Polarization of the core by its surroundings is outside this frozen-core result.

**2. The PAW density**

The all-electron orbital follows from the pseudo orbital by

\[
\psi=\tilde\psi+\sum_a(\phi_a-\tilde\phi_a)c_a,\qquad c_a=\langle\tilde p_a|\tilde\psi\rangle .
\]

The index \(a\) includes the site, and \(\phi_a=\tilde\phi_a\) outside the sphere. Assume that the partial waves are complete for the occupied orbitals, so that \(\tilde\psi=\sum_a\tilde\phi_ac_a\) inside each sphere. Then \(\psi=\sum_a\phi_ac_a\) there. With real partial waves and occupations \(f_v\), define

\[
D_{ab}={\rm Re}\sum_vf_v\,c_{va}^*c_{vb},\quad
n^1=\sum_{ab}D_{ab}\phi_a\phi_b,\quad
\tilde n^1=\sum_{ab}D_{ab}\tilde\phi_a\tilde\phi_b .
\]

Inside a sphere \(n=n^1\) and \(\tilde n=\tilde n^1\); outside all spheres \(n=\tilde n\) and \(n^1=\tilde n^1\). Both cases are contained in

\[
n=\tilde n+\sum_{\mathbf R}(n^1_{\mathbf R}-\tilde n^1_{\mathbf R}).
\]

With an incomplete set this density is an approximation to \(\sum_vf_v|\psi_v|^2\), and the EFG inherits the error.

**3. Why the compensation density is needed**

The difference \(n^1_{\mathbf R}-\tilde n^1_{\mathbf R}\) is confined to its sphere, but its potential is not. For real spherical harmonics \(S_{LM}\), its multipoles are

\[
Q_{LM}=\int(n^1-\tilde n^1)x^LS_{LM}\,d^3x
=\sum_{ab}D_{ab}\,\mathcal G^{LM}_{ab}\int(\phi_a\phi_b-\tilde\phi_a\tilde\phi_b)\,r^{L+2}dr,
\]

\[
\mathcal G^{LM}_{ab}=\int S_{LM}S_aS_b\,d\Omega .
\]

In radial integrals \(\phi_a(r)\) is the factor that multiplies \(S_a\). The compensation density repeats these multipoles with smooth shapes \(g_L\) that are confined to the sphere:

\[
\hat n_{\mathbf R}=\sum_{LM}Q_{LM}\,g_L(x)S_{LM},\qquad \int g_L\,r^{L+2}dr=1 .
\]

Adding and subtracting it gives

\[
n=(\tilde n+\hat n)+\sum_{\mathbf R}\Delta_{\mathbf R},\qquad
\Delta_{\mathbf R}=n^1_{\mathbf R}-\tilde n^1_{\mathbf R}-\hat n_{\mathbf R}.
\]

Outside its sphere, the potential of \(\Delta_{\mathbf R}\) is a sum of terms proportional to \(\int\Delta_{\mathbf R}x^LS_{LM}d^3x\), all of which are zero. Other sites, including periodic images of \(\mathbf R_0\), therefore contribute through \(\tilde n+\hat n\) alone. The correction at \(\mathbf R_0\) remains, and with \(\rho=-\Delta_{\mathbf R_0}\) it is \(V^1_{ij}\).

Multipoles up to \(L=2l_{\max}\) occur. If \(\int(\phi_a\phi_b-\tilde\phi_a\tilde\phi_b)\,r^2dr=0\) for every pair of waves with the same \(l\) (norm conservation, including unlike pairs), the monopole of \(n^1-\tilde n^1\) vanishes, but higher multipoles can remain. One may drop the \(\hat n\) centred at \(\mathbf R_0\) from both \(V^{\rm pw}\) and \(V^1\), since it cancels between them. Its periodic images must stay in \(V^{\rm pw}\), so it is simpler to keep everything.

**4. The plane-wave term**

Write \(n_s=\tilde n+\hat n=\sum_{\mathbf G}n_s(\mathbf G)e^{i\mathbf G\cdot\mathbf r}\). The charge density is \(-n_s\), so Poisson's equation reads \(\nabla^2V=4\pi n_s\). Therefore

\[
V(\mathbf G)=-\frac{4\pi n_s(\mathbf G)}{G^2},\qquad
\partial_i\partial_j\to-G_iG_j,
\]

and the Hessian has coefficients \(+4\pi n_sG_iG_j/G^2\). Removing one third of the trace gives \(V^{\rm pw}\).

The expansion \(e^{-i\mathbf G\cdot\mathbf x}=4\pi\sum_{LM}(-i)^Lj_L(Gx)S_{LM}(\hat{\mathbf G})S_{LM}(\hat{\mathbf x})\), with spherical Bessel functions \(j_L\), supplies the compensation coefficients for cell volume \(\Omega\):

\[
\hat n(\mathbf G)=\frac{4\pi}\Omega\sum_{s}e^{-i\mathbf G\cdot\mathbf R_s}\sum_{LM}(-i)^LQ^{s}_{LM}S_{LM}(\hat{\mathbf G})\int g_Lj_L(Gr)r^2dr .
\]

The sum over \(s\) runs over the sites of one cell.

Leaving out \(\mathbf G=0\) adds a uniform positive background to the electrons. The ionic sum receives the opposite background. They cancel because \(\Delta_{\mathbf R}\) has no monopole, so \(\tilde n+\hat n\) contains all valence electrons.

**5. The ionic lattice sum**

The terms of the direct sum fall off as \(d^{-3}\) while the number of ions in a shell grows as \(d^2\), so its value can depend on the order of summation. The Ewald form uses the same periodic boundary condition as the plane-wave term. Split \(1/d={\rm erfc}(\eta d)/d+{\rm erf}(\eta d)/d\). For any radial function \(f(d)\),

\[
\partial_i\partial_jf-\tfrac13\delta_{ij}\nabla^2f
=\Big(f''-\frac{f'}d\Big)\Big(\frac{d_id_j}{d^2}-\frac{\delta_{ij}}3\Big).
\]

For \(f={\rm erfc}(\eta d)/d\), with \(E=e^{-\eta^2d^2}\),

\[
f'=-\frac{\rm erfc}{d^2}-\frac{2\eta E}{\sqrt\pi\,d},\qquad
f''=\frac{2\,{\rm erfc}}{d^3}+\frac{4\eta E}{\sqrt\pi\,d^2}+\frac{4\eta^3E}{\sqrt\pi},
\]

\[
f''-\frac{f'}d=\frac3{d^3}h(\eta d),\qquad
h(q)={\rm erfc}(q)+\frac{2q}{\sqrt\pi}\Big(1+\frac{2q^2}3\Big)e^{-q^2}.
\]

The factor \(3/d^3\) times the angular tensor is \(K_{ij}\). The erf part is the potential of Gaussian charges and is summed in reciprocal space:

\[
V^{\rm ion}_{ij}=\sum_{\mathbf R\ne\mathbf R_0}Z_{\mathbf R}\,h(\eta d)K_{ij}(\mathbf d)
-\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\Big(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\Big)e^{-G^2/4\eta^2}\sum_sZ_se^{i\mathbf G\cdot(\mathbf R_0-\mathbf R_s)},
\]

with \(\mathbf d=\mathbf R-\mathbf R_0\). The minus sign comes from the two derivatives acting on a positive charge. The second sum contains the Gaussian centred at \(\mathbf R_0\). It needs no subtraction, because a spherical charge has no traceless Hessian at its centre.

**6. The one-centre term**

The polynomial \(3x_ix_j-\delta_{ij}x^2\) is homogeneous of degree two and has zero Laplacian after the subtraction: \(\nabla^2(3x_ix_j)=6\delta_{ij}\) and \(\nabla^2(\delta_{ij}x^2)=6\delta_{ij}\). It is therefore a combination of \(L=2\) solid harmonics, and

\[
K_{ij}=\frac1{x^3}\sum_Mk_{ijM}S_{2M},\qquad
k_{ijM}=\int S_{2M}(3\hat x_i\hat x_j-\delta_{ij})\,d\Omega .
\]

The volume element \(r^2dr\) and the factor \(r^{-3}\) combine into \(dr/r\). Inserting the densities gives

\[
V^1_{ij}=-\sum_{ab}D_{ab}R_{ab}\sum_Mk_{ijM}\mathcal G^{2M}_{ab}
+I\sum_MQ_{2M}k_{ijM},
\]

\[
R_{ab}=\int(\phi_a\phi_b-\tilde\phi_a\tilde\phi_b)\frac{dr}r,\qquad I=\int g_2\frac{dr}r .
\]

The plus sign arises because \(\hat n\) is subtracted inside \(\Delta\). If a code stores \(u=r\phi\), the integrand of \(R_{ab}\) is \((u_au_b-\tilde u_a\tilde u_b)/r^3\). The sum over \(ab\) counts each unlike pair twice.

**7. Which pairs survive**

Three arguments decide when \(\mathcal G^{2M}_{ab}\) can be nonzero.

- Parity: under inversion the integrand changes by \((-1)^{l+l'+2}\), so \(l+l'\) must be even.
- Upper limit: \(x^{l+2}S_{lm}S_{2M}\) is a homogeneous polynomial of degree \(l+2\). On the unit sphere it contains harmonics of degree at most \(l+2\), so \(l'\le l+2\). Exchanging the waves gives \(l\le l'+2\).
- Lower limit: the same argument for \(S_{lm}S_{l'm'}\) requires \(2\le l+l'\).

What remains is \(l'=l\ge1\) or \(l'=l\pm2\). To show that these pairs do contribute, take \(m=0\). The Legendre recurrence, written for normalized harmonics, is

\[
\cos\theta\,S_{l0}=A_{l+1}S_{l+1,0}+A_lS_{l-1,0},\qquad
A_l=\frac l{\sqrt{(2l-1)(2l+1)}} .
\]

Apply it twice and use orthogonality. The angular factors of \(V_{zz}\) are

\[
\int S_{l+2,0}(3\cos^2\theta-1)S_{l0}\,d\Omega=3A_{l+1}A_{l+2},
\]

\[
\int S_{l0}^2(3\cos^2\theta-1)\,d\Omega=3(A_{l+1}^2+A_l^2)-1=\frac{2l(l+1)}{(2l-1)(2l+3)} .
\]

The first is never zero, and the second vanishes only for \(l=0\). Its values are \(4/5\) for p-p, \(4/7\) for d-d and \(8/15\) for f-f. The f-f pair is therefore allowed on the same footing as d-d. With g waves, d-g and g-g join. A particular pair may still give zero in a given solid. The relevant \(D_{ab}\) may vanish, or the contributions of different \(m\) may cancel, as they do for a filled p shell. The radial integral \(R_{ab}\) has no fixed sign and may itself be zero: the expression for \(R_{pp}\) in Section 8 vanishes at \(k_1=-24/7\).

The rules also keep the radial integrals finite. For regular waves \(\phi_a\propto r^l\), the integrand of \(R_{ab}\) behaves as \(r^{l+l'-1}\), which is integrable at the nucleus because \(l+l'\ge2\). For s-s it behaves as \(1/r\) whenever \(\phi_s(0)^2\ne\tilde\phi_s(0)^2\), and the integral diverges. An implementation should select the allowed pairs before it evaluates \(R_{ab}\).

**8. Worked example**

The example is a model crystal with an orthorhombic cell of edges 6.0, 6.5 and 7.0 bohr. Ion A at the origin has charge 5, and ion B at (3.00, 3.25, 3.15) bohr has charge 1. Three orbitals hold two electrons each: an s-d and a p-f orbital on A, and an s-p orbital on B. The radial functions are

\[
\tilde\phi_l=N_lr^le^{-r^2},\qquad
\phi_l=N_lr^l\big(e^{-r^2}+k_le^{-6r^2}\big),
\]

with \(N_l\) normalizing \(\tilde\phi_l\) and \(k_l=-1.5,-3,-2,1\) for s, p, d, f. The negative factors give the s, p and d waves an inner node. The Gaussians have no sharp sphere boundary, so confinement and completeness hold here up to small tails.

The p-p share at A can be followed by hand. The normalization is \(N_1^{-2}=\int r^4e^{-2r^2}dr=3\sqrt\pi/(8\cdot2^{5/2})=0.1175\), so \(N_1^2=8.511\). In \(\phi_p^2-\tilde\phi_p^2\) the cross term has exponent 7 and the squared term exponent 12. With \(\int re^{-\alpha r^2}dr=1/(2\alpha)\),

\[
R_{pp}=N_1^2\Big(\frac{2k_1}{14}+\frac{k_1^2}{24}\Big)
=8.511\,(-0.4286+0.3750)=-0.456\ \text{bohr}^{-3}.
\]

The negative cross term outweighs the sharp inner part. The projection \(c=0.9003\) gives \(D=2c^2=1.621\), and

\[
V_{zz}^{pp}=-1.621\times(-0.456)\times\tfrac45=0.591 .
\]

For s-d, the angular factor is \(3A_1A_2=2/\sqrt5=0.8944\), and \(D_{sd}=2\times0.9115\times0.5697=1.0386\). The two orders of the pair give \(-2\times1.0386\times(-0.8241)\times0.8944=1.531\). The remaining shares of \(V_{zz}\) are 0.226 for p-f, 0.044 for d-d and \(-0.005\) for f-f. Dropping the f-f share from the \(R_{ab}\) sum, with \(\hat n\) left unchanged, would change the total \(V_{zz}\) by about 0.1% of its magnitude here.

The five pairs sum to 2.38607, while the complete one-centre term is 1.53453. The difference, \(-0.85154\), belongs to \(\hat n\). Its shape is \(g_2\propto r^2e^{-br^2}\) with \(b=3\) bohr\(^{-2}\), for which

\[
I=\frac{1/(2b)}{15\sqrt\pi/(16b^{7/2})}=\frac{8\,b^{5/2}}{15\sqrt\pi}.
\]

Changing \(b\) to 2.5 divides this part by \((3/2.5)^{5/2}=1.577\), giving \(-0.540\). The one-centre term becomes 1.84625, and the plane-wave term moves from \(-6.19098\) to \(-6.50270\). Their sum stays at \(-4.65645\). The separate sizes of the two terms thus depend on a computational choice, while their sum does not depend on \(b\) as long as the shapes \(g_L\) of the other site and of the periodic images stay negligible at the nucleus. The sum still depends on which electrons are counted as frozen core. Moving spherical core electrons into the valence density changes it and \(V^{\rm ion}\) by opposite amounts, so the total EFG stays the same.

The total at A is

\[
V_{zz}=-0.02217-6.19098+1.53453=-4.679\ \text{a.u.}=-45.5\times10^{21}\ \text{V/m}^2,
\]

with asymmetry parameter \(\eta_Q=(V_{xx}-V_{yy})/V_{zz}=(1.634-3.045)/(-4.679)=0.30\). The principal axes are ordered by \(|V_{xx}|\le|V_{yy}|\le|V_{zz}|\); at A they nearly coincide with the cell axes. The ionic term is about 0.5% of the total \(V_{zz}\).

At B the principal value is \(-1.774\) a.u., or \(-17.2\times10^{21}\) V/m², and \(\eta_Q=0.004\). The near-zero asymmetry has a direct reason. The s-p product gives no \(L=2\) density, and the two p components on B form a single p function along a tilted axis. Its density is axially symmetric, so the asymmetry comes from the surroundings.

The numerical check compares \(V^{\rm pw}+V^1\) with second derivatives of the potential of the all-electron orbitals on a finer grid. The largest deviation is \(2.5\times10^{-8}\) a.u. If \(\hat n\) is left out of both terms, the largest error at A is 0.0015 a.u., in the \(xx\) component. That is about 0.1% of the total \(xx\) component but 6% of its ionic part. The omission is a fault in the lattice contribution: the \(\hat n\) centred at A cancels between the two terms, so the error is set by the multipoles of the other site and of the periodic images, not by the on-site term.

## Computed values

```
Cell edges (bohr): 6.0 6.5 7.0
Site B (bohr): 3.0 3.25 3.15
Ion charges A, B (e): 5.0 1.0
Gaussian exponents smooth, sharp, projector (bohr^-2): 1.0 6.0 3.0
Sharp-part factors k_s k_p k_d k_f: -1.5 -3.0 -2.0 1.0
Grid points per edge, coarse and fine: 40 80
Orbital 1 on A, projections: s(m=0) 0.9115 d(m=0) 0.5697 d(m=2) 0.3418
Orbital 2 on A, projections: p(m=0) 0.9003 f(m=0) 0.4501 f(m=2) 0.3376
Orbital 3 on B, projections: s(m=0) 0.7939 p(m=0) 0.6805 p(m=1) 0.4537
Electrons: all-electron 6.000000, pseudo 7.396710, compensation -1.396710
Allowed pairs, l<=3: s-d p-p p-f d-d f-f
Additional pairs with l=4: d-g g-g
Pair: summed squared Gaunt; radial integral R (bohr^-3); EFG zz at A (a.u.)
  s-d: 0.39789; -0.82405; 1.53080
  p-p: 0.47746; -0.45593; 0.59126
  p-f: 0.71620; -0.17738; 0.22588
  d-d: 0.56841; -0.18334; 0.04352
  f-f: 0.74272; 0.02494; -0.00539
Site A, EFG components xx yy zz xz (a.u.)
  ionic lattice sum: 0.02393 -0.00176 -0.02217 0.00000
  plane-wave term: 1.70184 4.48914 -6.19098 -0.00043
  one-centre term: -0.09209 -1.44244 1.53453 0.00000
  total: 1.63368 3.04494 -4.67862 -0.00043
  electrons, PAW: 1.60975 3.04670 -4.65645 -0.00043
  electrons, all-electron reference: 1.60975 3.04670 -4.65645 -0.00043
  error if compensation is omitted: -0.00149 0.00067 0.00082 0.00011
  zz with compensation exponent 2.5 bohr^-2 (a.u.): plane-wave -6.50270, one-centre 1.84625
  largest deviations (a.u.): PAW 2.5e-08, Ewald 7.3e-10, width 6.1e-12
  principal Vzz = -4.67862 a.u. = -45.464 x 10^21 V/m^2, asymmetry = 0.3016
Site B, EFG components xx yy zz xz (a.u.)
  ionic lattice sum: -0.01619 0.00057 0.01563 -0.00000
  plane-wave term: 0.07276 0.94499 -1.01774 -1.32427
  one-centre term: -0.00482 -0.06265 0.06747 0.08675
  total: 0.05174 0.88290 -0.93465 -1.23752
  electrons, PAW: 0.06794 0.88234 -0.95027 -1.23752
  electrons, all-electron reference: 0.06794 0.88234 -0.95027 -1.23752
  error if compensation is omitted: -0.00006 -0.00032 0.00038 0.00007
  zz with compensation exponent 2.5 bohr^-2 (a.u.): plane-wave -1.08922, one-centre 0.13895
  largest deviations (a.u.): PAW 9.9e-09, Ewald 6.0e-10, width 4.4e-12
  principal Vzz = -1.77363 a.u. = -17.235 x 10^21 V/m^2, asymmetry = 0.0044
Compensation exponent used (bohr^-2): 3.0
1 a.u. of EFG = 9.71736 x 10^21 V/m^2
```
